# Brinkman conductance of a tunnel barrier under polarization reversal

**Q:** A ferroelectric tunnel junction is said to have a conductance parabola whose minimum sits to one side of zero voltage, and to the other side after the polarization is reversed. Before I believe it, what is the model?

**A:** Two metals are separated by an insulator of thickness $d$. At zero voltage the barrier runs linearly from height $\phi_1$ at electrode 1 ($x=0$) to $\phi_2$ at electrode 2 ($x=d$), both measured from the common Fermi level. Define

$$\phi=\tfrac12(\phi_1+\phi_2),\qquad \Delta=\phi_2-\phi_1 .$$

The voltage $V$ is that of electrode 2 relative to electrode 1, and $v=eV$. For $v>0$ electrons flow from 1 to 2, and I count that current as positive. Tunnelling is coherent, in-plane momentum is conserved, the barrier has one parabolic mass $m$, and the temperature is zero. For now the whole voltage drops across the barrier.

**Q:** Which energies carry the current, and what barrier do they see?

**A:** Measure the energy $\varepsilon$ from the mean of the two Fermi levels, which lie at $+v/2$ and $-v/2$. Only $-v/2<\varepsilon<v/2$ contributes. The barrier edges move with their electrodes, to $\phi_1+v/2$ and $\phi_2-v/2$. Their mean is still $\phi$, and their difference is $\Delta-v$. With $t=x/d-\tfrac12$, the barrier is $\phi+(\Delta-v)t$.

In-plane motion with energy $w=\hbar^2k^2/2m$ is not available for crossing, so it raises the effective barrier by $w$. The density of in-plane states is

$$\frac{d^2k}{(2\pi)^2}=\frac{k\,dk}{2\pi}=\frac{m}{2\pi\hbar^2}\,dw .$$

Each in-plane channel carries $(2e/h)\int T\,d\varepsilon$, including spin. Since $(2e/h)(m/2\pi\hbar^2)=4\pi me/h^3$,

$$J=K\int_{-v/2}^{v/2}\!d\varepsilon\,F(\phi-\varepsilon,\Delta-v),\qquad K=\frac{4\pi me}{h^3},$$

$$F(u,\delta)=\int_0^\infty\! dw\,e^{-S(u+w,\delta)} .$$

The upper limit assumes that the electrodes supply all in-plane states that matter.

**Q:** What is $S$? A trapezoid gives awkward powers of $3/2$.

**A:** It is the WKB exponent, twice the integral of the decay constant. An expansion avoids the awkward form:

$$S(u,\delta)=\frac{3A}{2}\int_{-1/2}^{1/2}\!\sqrt{u+\delta t}\;dt,\qquad A=\frac{4\sqrt{2m}\,d}{3\hbar}.$$

Use $\sqrt{u+\delta t}=\sqrt u+\delta t/(2\sqrt u)-\delta^2t^2/(8u^{3/2})+\dots$. The average of $t$ vanishes and that of $t^2$ is $1/12$, so

$$S(u,\delta)=\frac{3A}{2}\sqrt u-\frac{A\,\delta^2}{64\,u^{3/2}}+\dots$$

The next term, relative to the $\delta^2$ term, is $(3/64)(\delta/u)^2$, which is small even for a moderately skewed barrier.

**Q:** $S$ contains only $\delta^2$. Where can a term linear in voltage come from?

**A:** From the cross term in $(\Delta-v)^2$. First do the energy integrals. For a thick barrier only small $w$ matters, and at low voltage $\varepsilon$ is small too, so linearize:

$$S(\phi-\varepsilon+w,\delta)\simeq S(\phi,\delta)+c\,(w-\varepsilon),\qquad c=\frac{3A}{4\sqrt\phi}.$$

The integral over $w$ gives $1/c$, and the integral of $e^{c\varepsilon}$ gives $2\sinh(cv/2)/c$. Hence

$$J\simeq\frac{2K}{c^2}\,e^{-S(\phi,\Delta-v)}\sinh\frac{cv}{2}.$$

Now expand both factors:

$$e^{-S(\phi,\Delta-v)}=e^{-S(\phi,\Delta)}\left[1-\frac{A\Delta}{32\phi^{3/2}}v+\left(\frac{A}{64\phi^{3/2}}+\frac{A^2\Delta^2}{2048\,\phi^3}\right)v^2+\dots\right],$$

$$\frac{2}{c^2}\sinh\frac{cv}{2}=\frac vc\left[1+\frac{c^2v^2}{24}+\dots\right].$$

Compared with $c^2/24=3A^2/(128\phi)$, the two quadratic terms of the first line are smaller by $2/(3A\sqrt\phi)$ and $\Delta^2/(48\phi^2)$. Dropping them leaves

$$J\simeq\frac{K}{c}e^{-S(\phi,\Delta)}\left[v-\frac{A\Delta}{32\phi^{3/2}}v^2+\frac{c^2}{24}v^3\right].$$

The conductance is $G=dJ/dV=e\,dJ/dv$. Differentiation doubles the second coefficient and triples the third, and $3c^2/24=c^2/8=9A^2/(128\phi)$:

$$\boxed{\frac{G}{G_0}=1-\frac{A\Delta}{16\,\phi^{3/2}}\,v+\frac{9A^2}{128\,\phi}\,v^2}$$

This is the Brinkman expansion. It requires $A\sqrt\phi\gg1$, $|\Delta|<\phi$ and $c|v|/2$ well below one.

**Q:** And the prefactor $G_0$?

**A:** It is $eKe^{-S}/c$. Since $1/c=4\sqrt\phi/(3A)=\hbar\sqrt\phi/(\sqrt{2m}\,d)$ and $4\pi m\hbar/\sqrt{2m}=h\sqrt{2m}$,

$$G_0\simeq\frac{e^2}{h^2}\frac{\sqrt{2m\phi}}{d}\,e^{-3A\sqrt\phi/2}.$$

Here I have also dropped the factor $\exp[A\Delta^2/(64\phi^{3/2})]$. It is even in $\Delta$ and close to one for the barriers below.

**Q:** You dropped several terms. Could they overturn the sign of the linear one?

**A:** Not within WKB. Return to $J$ before linearizing. The part of $F(\phi-\varepsilon,\cdot)$ odd in $\varepsilon$ integrates to zero, so

$$J=K\left[vF(\phi,\Delta-v)+O(v^3)\right]=K\left[vF-v^2F_\delta+O(v^3)\right],$$

with $F$ and $F_\delta=\partial F/\partial\delta$ taken at $(\phi,\Delta)$. The relative slope of $G$ is therefore $-2F_\delta/F$. Moreover,

$$\frac{\partial S}{\partial\delta}=\frac{3A}{4}\int_{-1/2}^{1/2}\frac{t\,dt}{\sqrt{u+\delta t}}<0\quad(\delta>0),$$

because negative $t$ has the smaller denominator and the larger weight. At fixed mean height, skewing a barrier makes it more transparent. So $F_\delta>0$ for $\Delta>0$, and the slope has the sign of $-\Delta$.

Physically, a positive voltage lowers the edge at electrode 2. If that edge was the higher one, the voltage flattens the barrier and the conductance suffers. A negative voltage skews it further.

The size does change. Keeping the $\delta^2$ term in $\partial S/\partial u$ multiplies $c$ by $1+\delta^2/(32\phi^2)$. Since $F\simeq e^{-S}/c$,

$$\ln F=\text{const}+\frac{A\delta^2}{64\phi^{3/2}}\left(1-\frac{2}{A\sqrt\phi}\right)+\dots,$$

so the Brinkman slope is multiplied by $1-2/(A\sqrt\phi)$ at next order. Direct quadrature of the current at $A\sqrt\phi=200$ and $\Delta/\phi=0.02$ gives $-1.97$ in place of $-2$.

**Q:** WKB ignores reflection at abrupt interfaces. Does the reversal survive an exact treatment?

**A:** If the electrodes are identical and the barrier is fully inverted, it follows from symmetry. Replacing $\Delta$ by $-\Delta$ is then a mirror reflection of the junction, so

$$J(V;-\Delta)=-J(-V;\Delta).$$

Write $J=G_0(V+\tfrac12 sV^2+\dots)$, where $s$ is the relative slope of $G$. The right side is $G_0(V-\tfrac12 s(\Delta)V^2+\dots)$, so $s(-\Delta)=-s(\Delta)$. Symmetry does not say which orientation has the positive slope. That is a result of the model.

**Q:** You have inverted $\Delta$ by hand. Why should polarization do that?

**A:** Because metals screen over a finite length. Let the polarization $P$ point towards electrode 2, with the electrodes short-circuited. Bound charge $-P$ sits at electrode 1 and $+P$ at electrode 2. The metals answer with $+\sigma$ and $-\sigma$ per area, spread over screening lengths $\lambda_1$ and $\lambda_2$. With metal permittivities $\epsilon_i$ and $t_i=\lambda_i/\epsilon_i$, the potential falls along $+x$ by $\sigma t_1/\epsilon_0$ in metal 1 and by $\sigma t_2/\epsilon_0$ in metal 2. The field in the ferroelectric is $(\sigma-P)/(\epsilon_0\epsilon_f)$. The drops must add to zero:

$$\sigma(t_1+t_2)+(\sigma-P)\frac{d}{\epsilon_f}=0\;\Rightarrow\;\sigma=P\,\frac{d/\epsilon_f}{L},\qquad L=t_1+t_2+\frac{d}{\epsilon_f}.$$

Interface 1 lies at a lower potential than its metal, so the electron barrier there rises by $e\sigma t_1/\epsilon_0$. Interface 2 lies at a higher potential than its metal, so the barrier there falls by $e\sigma t_2/\epsilon_0$. Thus

$$\Delta=\Delta_0-\Delta_P,\qquad \Delta_P=\frac{e\sigma(t_1+t_2)}{\epsilon_0},$$

where $\Delta_0$ is the asymmetry without polarization. Reversing $P$ turns this into $\Delta_0+\Delta_P$. The mean height shifts by $e\sigma(t_1-t_2)/(2\epsilon_0)$, which vanishes for equal $t_i$.

**Q:** Then $\Delta$ need not change sign at all.

**A:** Correct. For equal electrodes the barrier part of the linear term reverses only if $|\Delta_P|>|\Delta_0|$. Otherwise it changes in size and keeps its sign.

**Q:** If the metals take part of the polarization potential, they also take part of the applied voltage.

**A:** They do, as capacitors in series: a fraction $s_i=t_i/L$ in each metal and $\eta=1-s_1-s_2$ in the barrier. For $v>0$ the potential rises along $x$. Measured from its own Fermi level, edge 1 falls by $s_1v$ and edge 2 rises by $s_2v$. From the mean Fermi level the edges are

$$\phi_1+\frac v2-s_1v,\qquad \phi_2-\frac v2+s_2v .$$

Their difference is $\Delta-\eta v$ and their mean is $\phi+(s_2-s_1)v/2$. The first replaces $\Delta v$ by $\eta\Delta v$ in the linear term. The second adds $c(s_2-s_1)v/2$ to $S$, which differentiation doubles in $G$:

$$s=-\frac{\eta A\Delta}{16\phi^{3/2}}-c\,(s_2-s_1).$$

This is the slope per unit $v$; with energies in eV the same number is the slope per volt. The last term does not reverse with $P$. The sign change thus also needs nearly equal screening in the two electrodes, unless $\Delta_0$ happens to offset this term.

**Q:** Put in numbers, for something like a hafnium-zirconium oxide junction.

**A:** Take $d=3$ nm, $\phi=2$ eV, $m=0.4\,m_e$, $P=15$ µC/cm², $\epsilon_f=30$, $t_1=t_2=0.010$ nm and $\Delta_0=0.05$ eV. Then $A=12.96$ eV$^{-1/2}$, $A\sqrt\phi=18.3$ and $c=6.87$ eV$^{-1}$. The leading formula gives $G_0=1.08\times10^{-3}$ S/cm², about 4 % below the quadrature for a flat barrier.

With $d/\epsilon_f=0.1$ nm, $L=0.12$ nm and $\eta=0.1/0.12=0.833$. The screening charge is $15\times0.833=12.5$ µC/cm², which gives $\Delta_P=0.282$ eV.

For $P$ towards electrode 2, $\Delta=0.050-0.282=-0.232$ eV. For $P$ towards electrode 1, $\Delta=+0.332$ eV, and the slope is

$$s=-\frac{0.833\times12.96\times0.332}{16\times2^{3/2}}=-0.079\ \mathrm{V^{-1}} .$$

The other state has $s=+0.055$ V$^{-1}$. The signs differ, as they do for any $|P|$ above $15\times0.05/0.282=2.7$ µC/cm² with the other inputs held fixed.

**Q:** Those are small slopes. Would anyone see them?

**A:** The curvature is $q=9A^2/(128\phi)=5.91$ V$^{-2}$, so the minimum lies at $-s/(2q)$: $-4.7$ mV for $P$ towards electrode 2 and $+6.7$ mV for the reverse. At $\pm0.1$ V the quadratic term is 5.9 %, while the linear term is 0.6 % or 0.8 %. One should therefore compare $G(V)$ with $G(-V)$, where the even part cancels. For $P$ towards electrode 1 the parabola gives 1.051 at $+0.1$ V and 1.067 at $-0.1$ V. The full WKB current gives the same values to within 0.001.

**Q:** And abrupt interfaces, at these thicknesses?

**A:** I solved the same trapezoid by transfer matrices, with free-electron metals of Fermi energy 5 eV. The slopes become $+0.036$ and $-0.051$ V$^{-1}$, about 65 % of the Brinkman values. The signs hold. The fraction depends on the metal: it runs from 75 % to 60 % as the common Fermi energy goes from 1.5 to 12 eV. The metals are also taken as flat up to the interface. Keeping the exponential screening potential inside them (screening length 0.05 nm, same $t$) lowers the slopes further, to $+0.029$ and $-0.045$ V$^{-1}$.

With $\Delta=0.1$ eV and $\eta=1$ held fixed, the ratio to Brinkman is 0.27 at 1 nm, 0.66 at 3 nm, 0.940 at 20 nm and 0.970 at 40 nm. Between the last two the deficit halves as the thickness doubles, as a correction of order $1/(A\sqrt\phi)$ should. At 20 nm, $2/(A\sqrt\phi)$ accounts for 0.016 of the 0.060. The rest is beyond WKB. For a barrier of one or two nanometres, an asymmetry fitted with the Brinkman slope would be well off in this model.

**Q:** How close is this to a real device?

**A:** The inputs are rough values for a few-nanometre hafnium-zirconium oxide film between nitride electrodes. The tunnelling mass and the screening parameter $t$ are the least certain, and a film this thin may hold less polarization. The depolarizing field, $0.282$ V over 3 nm or 0.94 MV/cm, is comparable with a coercive field of roughly 1 MV/cm, so retention would be in doubt. Image forces lower the middle of the barrier by about 0.07 eV. Applied throughout, that would raise $G_0$ by a factor of about 1.7, but the lowering is much deeper near the electrodes. With the full classical image potential and an optical permittivity of 4.5, the WKB $G_0$ rises about ninefold, so the absolute conductance here is only a rough guide. Smearing at 300 K raises it by 5 %. The image potential also enlarges the WKB slopes by about 20 %. A single parabolic mass is doubtful 2 eV into a gap of about 5.7 eV. A two-band decay law, $\kappa^2\propto u(1-u/E_g)$ with the same $\kappa$ at the Fermi level, keeps the signs but gives WKB slopes of $+0.13$ and $-0.18$ V$^{-1}$, a curvature of 2.0 V$^{-2}$ and minima at $-32$ and $+45$ mV. It also raises the screening mismatch of 10 % quoted below to about 50 %. Conduction through traps and grain boundaries lies outside the model and may dominate a real film.

The assumption most easily broken is that of equal electrodes. With $\phi$, $\Delta$ and $L$ held fixed, the weaker slope vanishes when $s_2-s_1=0.055/6.87=0.008$. That is a difference of 0.001 nm between $t_2$ and $t_1$, or 10 % of $t$. With sharp interfaces the slope is smaller to begin with, and less than 0.0007 nm is enough. Equal screening alone does not save the sign change either. In the transfer-matrix model, Fermi energies of 5 eV in electrode 1 and 7 eV in electrode 2, with everything else unchanged, give slopes of $-0.009$ and $-0.094$ V$^{-1}$ for $P$ towards electrode 2 and electrode 1: both are negative.

**Q:** A ferroelectric is also piezoelectric. Does the voltage not change $d$ itself?

**A:** It does, and the effect is not small. Only $\eta V$ drops across the film, so its thickness changes by $d_{33}\eta V$. Since $S$ is proportional to $d$, this alters $S$ by $(3A\sqrt\phi/2)\,d_{33}\eta V/d$. For a rough 2 pm/V, the contribution to the slope of $G$ has size

$$2\times27.5\times0.833\times\frac{0.002}{3}=0.031\ \mathrm{V^{-1}} .$$

The numerical output lists 0.037 V$^{-1}$, which is the same quantity without the factor $\eta$. This contribution reverses with $P$, since $d_{33}$ does, but it may help or oppose the barrier term. If it opposes, simple addition to the sharp-interface slopes gives $0.036-0.031=+0.005$ and $-0.051+0.031=-0.020$ V$^{-1}$. With flat metals the sign change survives, but only just. With the screening potential kept inside the metals, the sums are $-0.002$ and $-0.014$ V$^{-1}$ and it is already lost. It is lost for $d_{33}$ between about 2.3 and 3.3 pm/V (flat metals) or about 1.9 and 2.9 pm/V (screening potential kept), because the fixed $\Delta_0$ is no longer outweighed. Above that range the piezoelectric part dominates, and the signs differ again but with the orientation reversed.

**Q:** So what may I conclude from a measured offset?

**A:** From one state, little: $\Delta_0$, unequal screening or unequal Fermi energies can each give an offset without any polarization. The difference between the two states is more telling. With equal electrodes, $\Delta_0$ cancels from it in the Brinkman formula, leaving $\eta A\Delta_P/(8\phi^{3/2})=0.135$ V$^{-1}$ here. Even that contains the piezoelectric part, so $\Delta_P$ can be read from it only if $d_{33}$ is known or shown to be negligible. The interfaces matter too: the sharp-interface slopes differ by only 0.087 V$^{-1}$, which the Brinkman formula would read as $\Delta_P=0.18$ eV instead of 0.28 eV, or about 0.15 eV with the screening potential kept inside the metals. Non-parabolic decay in the barrier would push the reading the other way. The remaining figures are in the numerical output.

## Calculated quantities

```
thickness 3.0 nm, mean barrier 2.0 eV, barrier mass 0.4 m_e
polarization 15 uC/cm2, permittivity 30, electrode t 0.010 nm
fixed asymmetry Delta0 0.050 eV, electrode Fermi energy 5.0 eV
A 12.961 eV^-1/2, A sqrt(phi) 18.33, c 6.873 1/eV
WKB exponent, flat barrier 27.49
voltage fraction across barrier eta 0.8333
polarization part of asymmetry 0.2824 eV
smallest |P| for sign reversal 2.66 uC/cm2
G0 leading formula 1.080e-03 S/cm2, quadrature, flat 1.120e-03 S/cm2
next-order slope coefficient -1.973 (derived: -2)
next-order curvature coefficient 0.007
Brinkman curvature 5.906 1/V^2
[P to electrode 2] Delta -0.2324 eV, edges 2.116 and 1.884 eV
  G0 by quadrature 1.123e-03 S/cm2
  slope: Brinkman +0.05545, WKB +0.05004, sharp interfaces +0.03579 1/V
  curvature WKB 5.839 1/V^2, minimum: Brinkman -4.70 mV, WKB -4.29 mV
  G/G0 at +0.1 V: parabola 1.06460, full WKB 1.06432
  G/G0 at -0.1 V: parabola 1.05351, full WKB 1.05382
[P to electrode 1] Delta +0.3324 eV, edges 1.834 and 2.166 eV
  G0 by quadrature 1.128e-03 S/cm2
  slope: Brinkman -0.07932, WKB -0.07167, sharp interfaces -0.05122 1/V
  curvature WKB 5.845 1/V^2, minimum: Brinkman +6.72 mV, WKB +6.13 mV
  G/G0 at +0.1 V: parabola 1.05112, full WKB 1.05162
  G/G0 at -0.1 V: parabola 1.06699, full WKB 1.06665
sharp-interface slope over Brinkman slope (Delta 0.1 eV, eta 1):
  d 1.0 nm: +0.267
  d 1.5 nm: +0.429
  d 2.0 nm: +0.534
  d 3.0 nm: +0.660
  d 6.0 nm: +0.813
  d 20 nm: +0.940, d 40 nm: +0.970, extrapolated 0.9993
electrode drop difference that cancels weaker slope 0.00807
  as difference of t: 0.00097 nm, 9.7 % of t
piezoelectric slope for 2 pm/V: size 0.0367 1/V
image lowering at mid-barrier 0.0739 eV (optical permittivity 4.5), G0 factor about 1.66
thermal factor on G0 at 300 K 1.0539
thermionic over tunnel conductance at 300 K 4.2e-25
depolarizing field 0.94 MV/cm, field from 0.1 V bias 0.28 MV/cm
```
